Transconductance of a Ballistic Nanowire Transistor in the Quantum-Capacitance Limit

**Problem**

An n-channel nanowire transistor has one occupied subband, degenerate in spin only. The temperature is zero. Source and drain are ideal reservoirs, every electron above the top of the channel barrier is transmitted, and tunnelling through the barrier is ignored. The source is grounded and the drain is at V_D > 0. The gate alone controls the barrier top, through a capacitance C per unit length between gate and subband. Electron charge is −q, with q > 0.

Let ε be the source Fermi level minus the energy of the barrier top, and let V be the gate overdrive, with V = 0 where ε = 0. The transconductance g_m is dI/dV at fixed V_D.

(a) Find the current as a function of ε for a subband whose energy rises steadily with |k|. When is the transistor saturated?

(b) Show that in saturation g_m approaches 2q²/h, about 77.5 µS, when C is much larger than the quantum capacitance of the injected electrons.

(c) For a parabolic subband of mass m, find I and g_m as functions of V. How large must V be for the limit to hold, and what happens near threshold?

(d) Find C for a round wire of radius R and permittivity ε_s, inside an oxide of thickness t and permittivity ε_ox with the gate all around it. Allow for the charge being spread inside the wire.

(e) Evaluate the result for a thin wire in the regime of InAs with a hafnium-oxide insulator. Use these rough values: R = 5 nm, t = 3 nm, gate length L = 30 nm, bulk mass m_b = 0.023 m_e, bulk gap E_g = 0.35 eV, relative permittivities 15 (wire) and 18 (oxide), V = 0.10 V, V_D = 0.30 V. Judge what the model leaves out.

**Solution**

**(a) Current and saturation**

Measure the subband energy E(k) from the barrier top. At the barrier top, electrons with k > 0 come from the source and those with k < 0 from the drain. Per unit length, an interval dk holds 2 dk/(2π) = dk/π states, the 2 being for spin.

At zero temperature the source fills the states 0 < k < k_F, where E(k_F) = ε. The density and current of this stream are

n = k_F/π,

I_S = q ∫₀^{k_F} v dk/π, with v = (1/ħ) dE/dk.

The velocity turns the integral over k into one over energy:

I_S = (q/πħ) ∫₀^ε dE = (q/πħ) ε = (2q/h) ε,

since ħ = h/2π. The shape of the band has dropped out: where electrons move faster, there are fewer states per unit energy, in exact proportion.

The drain Fermi level lies qV_D below that of the source, so the drain stream is filled to ε − qV_D above the barrier top, if this is positive. It carries (2q/h)(ε − qV_D) the other way. There are therefore two regimes:

I = (2q/h) ε, for 0 < ε ≤ qV_D,

I = (2q/h)[ε − (ε − qV_D)] = (2q²/h) V_D, for ε > qV_D.

In the first, the current does not depend on V_D at fixed ε: this is saturation. In the second, it does not depend on ε, so g_m = 0. At fixed V_D, a gate voltage raised too far thus takes the transistor out of saturation and removes its transconductance.

**(b) The quantum-capacitance limit**

A positive gate voltage lowers the barrier top by qV. The electrons in the channel repel further electrons and raise it by q²n/C, in a mean-field description. Hence

ε = qV − q²n/C, or qV = ε + q²n(ε)/C.

In saturation n contains the source stream alone. Define its quantum capacitance per unit length as

C_Q = q² dn/dε = (q²/π) dk_F/dε = q²/(πħv),

with v taken at k_F, because dε/dk_F = ħv. Differentiating the voltage balance gives

q dV/dε = 1 + C_Q/C,

dε/dV = q C/(C + C_Q).

Multiplying by dI/dε = 2q/h from part (a),

g_m = (2q²/h) · C/(C + C_Q).

For C ≫ C_Q the fraction tends to 1 and

g_m → 2q²/h = 77.48 µS.

In this limit the charge needed to fill the subband costs almost no gate voltage, and the barrier top follows the gate one to one. Each step q dV then opens an energy window of the same width to the source stream, and a window dE carries (2q/h) dE.

In equilibrium both directions of motion are filled up to the same level, so the density, and with it the quantum capacitance, is twice as large. The saturated transistor needs the one-stream value used here.

**(c) Parabolic subband**

With ε = ħ²k_F²/(2m),

n = √(2mε)/(πħ).

The charge term in the voltage balance grows as √ε. Write it as

q²n/C = 2√(ε_c ε).

Squaring both sides gives 2m q⁴ε/(π²ħ²C²) = 4ε_c ε, so

ε_c = m q⁴/(2π²ħ²C²).

The balance becomes a perfect square once ε_c is added to both sides:

qV + ε_c = ε + 2√(ε_c ε) + ε_c = (√ε + √ε_c)².

Since √ε is positive,

√ε = √(ε_c + qV) − √ε_c,

I = (2q/h) [√(ε_c + qV) − √ε_c]².

For the transconductance, C_Q/C is the derivative of 2√(ε_c ε) with respect to ε, which is √(ε_c/ε). Then

g_m = (2q²/h) / (1 + √(ε_c/ε)) = (2q²/h) √ε/(√ε + √ε_c).

The denominator is √(ε_c + qV), and the numerator is that same root less √ε_c. Therefore

g_m = (2q²/h) [1 − √(ε_c/(ε_c + qV))].

The limit requires qV ≫ ε_c, together with ε ≤ qV_D. The approach is slow, because the shortfall decreases only as the square root of ε_c/(qV). To reach 95% of the limit one needs √(ε_c/(ε_c + qV)) = 0.05, that is, qV = 399 ε_c.

Near threshold, qV ≪ ε_c, and

√(ε_c + qV) − √ε_c = qV/[√(ε_c + qV) + √ε_c] ≈ qV/(2√ε_c),

I ≈ (2q/h)(qV)²/(4ε_c),

g_m ≈ (2q²/h) qV/(2ε_c).

The transconductance starts from zero for any finite C. The electrons at the Fermi level are then slow, C_Q ∝ 1/v diverges, and most of the gate voltage goes into charging the channel. The order of limits matters: at fixed V > 0, letting C grow gives 2q²/h, while at fixed C, letting V go to zero gives g_m = 0.

**(d) Capacitance of the round wire**

Let Q(r) be the fraction of the subband charge within radius r. By Gauss's law, with the gate as zero of potential, the potential energy of an electron at radius r is

U(r) = q²n ∫_r^{R+t} Q(r′) dr′/(2πε(r′) r′).

To first order in this potential, the subband rises by the average of U over its own density, ∫ U dQ. Exchanging the order of integration, each r′ is weighted by the charge inside it, which supplies a second factor Q(r′):

∫ U dQ = q²n ∫₀^{R+t} Q² dr′/(2πε r′).

This shift is q²n/C by definition. In the oxide Q = 1, so

1/C = ln(1 + t/R)/(2πε_ox) + s/(2πε_s), with s = ∫₀^R Q² dr/r.

For hard walls the lowest radial state is J₀(jr/R), with j = 2.4048 the first zero of J₀. Put z = jr/R. From J₀′ = −J₁ and J₁′ = J₀ − J₁/z,

d/dz [z²(J₀² + J₁²)] = 2z(J₀² + J₁²) + z²[−2J₀J₁ + 2J₁J₀ − 2J₁²/z] = 2zJ₀².

The right side is proportional to the charge in a ring. Normalizing to Q(R) = 1, where J₀(j) = 0,

Q = (r/R)² [J₀²(z) + J₁²(z)]/J₁²(j).

Numerical integration gives s = 0.681. A direct solution of the radial Poisson equation for this charge reproduces C to within 0.1%.

**(e) The InAs-like wire**

*Subband.* The small gap makes the band non-parabolic. A two-band model, with E_b measured from the bulk conduction-band edge, has

E_b(1 + E_b/E_g) = γ, with γ = ħ²(k² + j²/R²)/(2m_b),

E_b = (E_g/2)[√(1 + 4γ/E_g) − 1].

At k = 0, γ = 0.383 eV, and the first subband lies at 0.175 eV × (√5.38 − 1) = 0.231 eV. The next state, an orbital doublet, has 3.8317 in place of j and lies 0.203 eV above the first. Differentiating the model gives (1 + 2E_b/E_g) dE_b = ħ²k dk/m_b, so the mass at the bottom of the subband is

m = 0.023 m_e × (1 + 2 × 0.2309/0.35) = 0.0533 m_e.

*Capacitance.* The oxide term alone corresponds to 21.31 pF/cm and the term inside the wire to 12.25 pF/cm. In series,

C = 1/(1/21.31 + 1/12.25) pF/cm = 7.78 pF/cm.

The spread of the charge inside the wire costs more than the oxide does.

*Operating point.* With this C, ε_c = 1.505 meV. At V = 0.10 V,

ε = (√101.505 − √1.505)² meV = 78.3 meV.

This is below both qV_D = 300 meV and the 203 meV to the next subband, so the transistor is saturated with one subband filled. The remaining 21.7 mV of overdrive is the charge term. It is small compared with the subband spacing, which supports the first-order treatment. The current is

I = 77.48 µS × 0.0783 V = 6.07 µA.

The capacitance ratio is C_Q/C = √(1.505/78.3) = 0.139, and

g_m = 77.48 µS/1.139 = 68.0 µS,

or 88% of the limit.

*Limits of these digits.* The numbers rest on hard walls, a pure J₀² density and the mean field alone, and each of these pushes g_m down somewhat. In the two-band model the state also has a valence-band part concentrated nearer the surface; counting it lowers s to about 0.50 and gives C ≈ 9.4 pF/cm and g_m ≈ 69.7 µS. A finite oxide barrier, with an assumed height of 2 to 2.5 eV and an oxide mass of 0.1 to 0.5 m_e, lowers the first subband to 0.12–0.17 eV and the mass to 0.034–0.041 m_e, raises C to 9.5–11 pF/cm, and gives g_m of 71–72 µS. Exchange between electrons of the stream also reduces the charge term: a rough Hartree–Fock estimate cancels about 40% of it at 0.10 V, which raises g_m by 2 to 3 µS, and it matters more near threshold (about 65 instead of 57 µS at 0.02 V). None of these changes the limit 2q²/h.

*How close the wire can come.* At fixed V_D, g_m rises from 57.0 µS at V = 0.02 V to 69.8 µS at 0.15 V. Reaching 95% would take V = 399 × 1.505 mV = 0.60 V. There ε = (20 − 1)² ε_c = 0.54 eV, far above the next subband and beyond saturation at this V_D, so the one-subband formula no longer applies. If ε goes only as far as the next subband, 203 meV, then g_m = 77.48 µS/(1 + √(1.505/203)) = 71 µS. Both estimates extend the parabola far up the band. In the two-band model the velocity cannot exceed √(E_g/2m_b), so C_Q/C stays above 0.086 and g_m below 92% of the limit at any V with this C; at ε = 203 meV it gives 69.5 µS. These figures take the source to be filled deeply enough, since ε cannot exceed the height of the source Fermi level above the source band bottom. With a filling of 0.10 eV, the zero-temperature current would stop growing at ε = 0.10 eV, reached at V ≈ 0.12 V.

At fixed V = 0.10 V, a capacitance of 10C would give 76.5 µS and 100C would give 77.4 µS, which shows the limit being approached. A thinner oxide cannot supply such values at this radius and permittivity: even with t → 0, C stops at 12.25 pF/cm. Since ε_c ∝ 1/C², it then falls to 0.61 meV, and g_m at 0.10 V is about 71 µS.

*Temperature and band shape.* At finite temperature the source stream carries (2q/h) kT ln(1 + e^{ε/kT}). Its derivative with respect to ε contains the factor 1/(1 + e^{−ε/kT}), the occupation at the barrier top. For ε = 78 meV at 300 K this is about 0.95. The full self-consistent calculation with the parabolic first subband gives 64.2 µS, and including the next doublet with the same C adds about 0.6 µS. With the non-parabolic band throughout, the two values are 63.1 and 63.6 µS. Keeping the non-parabolic band at zero temperature gives 66.9 µS: at a given ε its electrons are slower, so C_Q is larger, but the limit 2q²/h is unchanged.

*Source and drain control.* Let ψ be the potential seen by the subband in an empty channel. As a rough estimate, use this one value for the flux along the wire, and take C from part (d) as the coupling to the gate, so that the potential drop inside the wire is allowed for. Gauss's law for a short slice then gives πR²ε_s ψ″ = C(ψ − ψ_gate), with screening length √(πR²ε_s/C) = 3.7 nm. At mid-gate, source and drain together keep a share 1/cosh(30/(2 × 3.66)) = 0.033 of the control. The drain bias pushes the barrier top toward the source: with source and drain each filled to 0.10 eV, the same equation puts it about 10 nm from the source, where the gate loses about 0.065 of the control. A two-dimensional solution of the empty channel gives a decay length of 3.2 nm and shares of 0.02–0.03 at mid-gate and 0.05–0.06 at 10 nm, depending on how the oxide ends.

*Tunnelling.* For a flat barrier of length L, tunnelling below the top adds an energy window

∫₀^∞ exp(−2L√(2mδ)/ħ) dδ = ħ²/(4mL²) = 0.40 meV,

or 0.5% of ε. In this estimate the window does not depend on ε, so it adds current without changing dI/dε. The formula is semiclassical and drops the prefactor of the transmission; for a flat barrier with abrupt ends, source and drain filled to 0.10 eV, the exact window is smaller, about 0.1 meV. A barrier rounded over the screening length found above is thinner near its top, and the window grows to about 2 meV, nearly independent of ε. Electrons just above the top are in turn partly reflected, which the model also leaves out. For the rounded barrier, with the parabolic mass, this removes about 4 meV, more than tunnelling adds; the loss shrinks as ε grows, which raises dI/dε by several percent.

*Breakdown.* The channel charge produces an oxide field of 0.034 MV/cm, far below breakdown fields of some MV/cm; the fields due to the gate work function and, near the drain, to the drain-gate voltage come on top and are not calculated here. With the drain filled to an assumed 0.10 eV, electrons arrive there with at most 0.40 eV of kinetic energy. This is less than the wire gap, which is 0.35 + 0.23 = 0.58 eV when the confinement of holes is left out, so at zero temperature they cannot create electron-hole pairs in a drain made of the same wire. The valence-band top in the channel lies 0.26 eV below the conduction-band bottom in the drain, which closes direct band-to-band tunnelling between them at this gate voltage. With the gate more than about 0.18 V below threshold, the two bands overlap in energy, but the lowest 0.10 eV of the drain band is filled. At zero temperature this leakage path opens only when the valence-band top passes the drain Fermi level, about 0.58 − 0.30 = 0.28 V below threshold; at room temperature a weak leakage sets in earlier through thermally emptied drain states.

*Comparison with real devices.* A 10 nm InAs wire with a wrapped gate is thin but belongs to a class of device that has been built. One assumption that such a device does not meet exactly is perfect transmission. With an assumed room-temperature mean free path of 150 nm, which surface scattering may shorten in so thin a wire, incoherent scattering over the full gate length gives a transmission of 150/(150 + 30) = 0.83. This would lower 68 µS to about 57 µS if the channel charge stayed the same. The estimate is pessimistic in counting scattering along the whole gate, and optimistic in ignoring the charge of the reflected electrons.

Contacts matter as well. A source resistance R_c reduces the internal overdrive to V − IR_c, so the measured slope is g_m/(1 + g_m R_c), with g_m taken at the internal bias. For 1 kΩ, a low value for a contact to one thin wire, the result is 63.5 µS; for 5 kΩ, at an unchanged internal bias, it would be about 51 µS. Interface traps, left out here, also take up part of the gate swing. For this wire, 77.5 µS is thus the ceiling of the one-subband model, and the model's own value at the chosen bias is 68 µS.

Calculated quantities

```
limit 2q^2/h = 77.481 uS
wire radius = 5.0 nm, oxide = 3.0 nm
gate length = 30 nm
bulk mass = 0.023 m_e, bulk gap = 0.35 eV
relative permittivity: wire 15, oxide 18
gate overdrive = 0.10 V, drain bias = 0.30 V
Bessel zeros = 2.4048, 3.8317
first subband above bulk edge = 0.2309 eV
next subband above first = 0.2033 eV
subband mass = 0.0533 m_e
charge shape integral s = 0.6814
oxide capacitance = 21.31 pF/cm
inner capacitance = 12.25 pF/cm
total capacitance C = 7.78 pF/cm
critical energy = 1.5054 meV
depth of barrier top = 78.29 meV
charge term q n/C = 21.71 mV
electron density = 1.054e+06 1/cm
Fermi velocity = 7.185e+07 cm/s
quantum capacitance CQ = 1.078 pF/cm
ratio CQ/C = 0.1387
drain current = 6.066 uA
gm = 68.05 uS, share of limit = 0.8782
overdrive 0.02 V: gm = 56.98 uS
overdrive 0.05 V: gm = 64.23 uS
overdrive 0.10 V: gm = 68.05 uS
overdrive 0.15 V: gm = 69.76 uS
capacitance 0.1 C: gm = 17.42 uS
capacitance 1 C: gm = 68.05 uS
capacitance 10 C: gm = 76.53 uS
capacitance 100 C: gm = 77.39 uS
overdrive for 95% of limit = 600.7 mV
gm at drain bias 0.02 V = 0.0000 uS
non-parabolic band: gm = 66.87 uS
300 K, one subband: gm = 64.23 uS
300 K, with next doublet: gm = 64.81 uS
screening length = 3.66 nm
source+drain share of barrier control = 0.0333
tunnel window = 0.397 meV
tunnel window / depth = 0.0051
mean free path = 150 nm
transmission over full gate length = 0.833
source resistance = 1000 ohm: gm = 63.47 uS
oxide field from channel charge = 0.0337 MV/cm
wire gap, hole confinement left out = 0.581 eV
drain filling = 0.10 eV
largest kinetic energy in drain = 0.40 eV
margin against band-to-band tunnelling = 0.259 eV
```
